# Logarithmic growth of the second-order energy in finite electron-gas cells: test program

```python
"""Second-order energy of the finite electron gas with kinetic denominators.

Result under test: at fixed density the energy per electron behaves as
    E2/N = -A ln N + smaller terms,   A = 2 (1 - ln 2) / (3 pi^2) hartree.
Symbols: N electrons in a periodic cube of side L, wave vectors 2 pi n / L,
occupied when |n|^2 <= K (two spins each); m = integer momentum transfer;
S(m) = sum over hole pairs n, n' of 1/(m^2 + m.(n + n')), where n and n'
are occupied while n + m and n' + m are empty (second hole inverted).
R = radius of the occupied sphere in integer units; x = n + n' + m.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.fft import rfft, irfft, next_fast_len
from scipy.integrate import dblquad

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = constants.physical_constants["Bohr radius"][0] * 1e10
PI = np.pi


def lattice_ball(K):
    """All integer vectors with squared length at most K, and the squares."""
    top = int(np.sqrt(K)) + 1
    axis = np.arange(-top, top + 1)
    grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"), float)
    points = grid.reshape(3, -1).T
    squares = np.sum(points**2, axis=1)
    keep = squares <= K
    return points[keep], squares[keep]


def irreducible_transfers(cut):
    """Nonzero m with m1>=m2>=m3>=0 and |m|<=cut, with multiplicities."""
    result = []
    for a in range(1, int(cut) + 1):
        for b in range(a + 1):
            for c in range(b + 1):
                m2 = a * a + b * b + c * c
                if m2 <= cut * cut:
                    orders = len(set(itertools.permutations((a, b, c))))
                    signs = 2 ** ((a > 0) + (b > 0) + (c > 0))
                    result.append((m2, orders * signs,
                                   np.array([a, b, c], float)))
    result.sort(key=lambda item: item[0])
    return result


def pair_sum(points, squares, K, m):
    """S(m) from a histogram of m.n and its self-convolution."""
    m2 = m @ m
    projection = points @ m
    chosen = projection[squares + 2 * projection + m2 > K]
    low = chosen.min()
    hist = np.bincount((chosen - low).astype(int)).astype(float)
    length = 2 * len(hist) - 1
    size = next_fast_len(length, real=True)
    pairs = irfft(rfft(hist, size)**2, size)[:length]
    return np.sum(pairs / (m2 + 2 * low + np.arange(length)))


def explicit_sums(points, squares, K, m, K_virtual=np.inf):
    """S(m) and the exchange sum of 1/(D |x|^2), pair by pair."""
    m2 = m @ m
    projection = points @ m
    final = squares + 2 * projection + m2
    keep = (final > K) & (final <= K_virtual)
    holes, proj = points[keep], projection[keep]
    denominator = m2 + proj[:, None] + proj[None, :]
    x2 = (final[keep][:, None] + squares[keep][None, :]
          + 2 * (holes + m) @ holes.T)
    return np.sum(1 / denominator), np.sum(1 / (denominator * x2))


def effective_radius(number_of_points):
    return (3 * number_of_points / (4 * PI)) ** (1 / 3)


def direct_energy(K, transfers):
    """N and direct energy per electron (hartree), |q|<kF and |q|>=kF."""
    points, squares = lattice_ball(K)
    M = len(points)
    R = effective_radius(M)
    cut = 2.5 * R
    below = above = 0.0
    for m2, weight, m in transfers:
        if m2 > cut * cut:
            break
        term = weight * pair_sum(points, squares, K, m) / m2**2
        if m2 < R * R:
            below += term
        else:
            above += term
    # large-transfer tail: expansion of the denominator, sum -> integral
    above += 4 * PI * M**2 * (1 / (3 * cut**3)
                             + 2 * squares.mean() / (15 * cut**5))
    factor = -1 / (2 * PI**4 * 2 * M)
    return 2 * M, factor * below, factor * above


def both_energies(K, transfers):
    """N, direct and exchange energy per electron from explicit pairs."""
    points, squares = lattice_ball(K)
    M = len(points)
    cut = 2.5 * effective_radius(M)
    direct = exchange = 0.0
    for m2, weight, m in transfers:
        if m2 > cut * cut:
            break
        s, t = explicit_sums(points, squares, K, m)
        direct += weight * s / m2**2
        exchange += weight * t / m2
    spread = 2 * squares.mean()
    lead = 4 * PI * M**2
    direct += lead * (1 / (3 * cut**3) + spread / (15 * cut**5))
    exchange += lead * (1 / (3 * cut**3) + 4 * spread / (15 * cut**5))
    N = 2 * M
    return N, -direct / (2 * PI**4 * N), exchange / (4 * PI**4 * N)


def spin_orbital_energy(L, K, K_virtual):
    """Second-order energy per electron from antisymmetrized integrals."""
    points, squares = lattice_ball(K_virtual)
    n = np.repeat(points, 2, axis=0)
    spin = np.tile([0, 1], len(points))
    energy = 0.5 * (2 * PI / L)**2 * np.repeat(squares, 2)
    occ = np.where(np.repeat(squares, 2) <= K)[0]
    vir = np.where(np.repeat(squares, 2) > K)[0]

    def coulomb(i):
        q2 = (2 * PI / L)**2 * np.sum((n[vir] - n[i])**2, axis=1)
        return 4 * PI / (L**3 * q2)

    total = 0.0
    pair_n = n[vir][:, None, :] + n[vir][None, :, :]
    for i in occ:
        vi, same_i = coulomb(i), spin[vir] == spin[i]
        for j in occ:
            same_j = spin[vir] == spin[j]
            conserved = np.all(pair_n == n[i] + n[j], axis=2)
            direct = (vi * same_i)[:, None] * same_j[None, :]
            swapped = same_j[:, None] * (vi * same_i)[None, :]
            element = (direct - swapped) * conserved
            gap = (energy[i] + energy[j]
                   - energy[vir][:, None] - energy[vir][None, :])
            total += 0.25 * np.sum(element**2 / gap)
    return total / len(occ)


# --- Spin factors and independence of density, small finite basis ---
all_transfers = irreducible_transfers(42)
small_points, small_squares = lattice_ball(1)
reduced = 0.0
for m2, weight, m in all_transfers:
    if m2 > 9:
        break
    s, t = explicit_sums(small_points, small_squares, 1, m, 4)
    reduced += weight * (-s / (2 * PI**4 * m2**2) + t / (4 * PI**4 * m2))
reduced /= 2 * len(small_points)
brute_a = spin_orbital_energy(7.0, 1, 4)
brute_b = spin_orbital_energy(15.0, 1, 4)
assert abs(brute_a / reduced - 1) < 1e-10
assert abs(brute_b / reduced - 1) < 1e-10

# --- Angular integral and logarithmic lattice sum ---
integral_formula = 2 * (1 - np.log(2)) / 3
integral_numeric = dblquad(lambda s, t: s * t / (s + t), 0, 1, 0, 1)[0]
assert abs(integral_numeric - integral_formula) < 1e-7
lattice_growth = sum(weight / m2**1.5 for m2, weight, m in all_transfers
                     if 100 < m2 <= 1600)
assert abs(lattice_growth / (4 * PI * np.log(4)) - 1) < 0.02

# --- Lattice counts in the lune against the two volume bounds ---
K_test = 196
points, squares = lattice_ball(K_test)
R_test, c = np.sqrt(K_test), np.sqrt(3) / 2
for m in np.array([[1, 0, 0], [2, 1, 0], [5, 4, 3], [8, 5, 1]], float):
    length = np.linalg.norm(m)
    w = points @ m / length + length / 2
    inside = np.sum((points + m)**2, axis=1) > K_test
    for height in np.linspace(0.5, R_test - length / 2, 12):
        count = np.sum(inside & (w <= height))
        upper = PI * (4 * R_test * c * (height + 2 * c)
                      + length * (height + c)**2)
        lower = PI * (length * ((height - c)**2 - c**2)
                      - 4 * R_test * c * height)
        assert count <= upper
        if height >= 2 * c:
            assert count >= lower

# --- Small-transfer law for S(m), averaged over shell fillings ---
law_vectors = np.array([[1, 0, 0], [1, 1, 1], [3, 2, 1]], float)
ratios = []
for K in range(100, 197):
    points, squares = lattice_ball(K)
    R = effective_radius(len(points))
    ratios.append([pair_sum(points, squares, K, m)
                   / (4 * PI**2 * np.linalg.norm(m) * R**3
                      * integral_formula) for m in law_vectors])
ratios = np.array(ratios)
assert np.all(abs(ratios.mean(axis=0) - 1) < 0.05)

# --- Direct energy for many closed-shell cells ---
rows = []
for K in np.unique(np.rint(np.geomspace(30, 240, 24)).astype(int)):
    if np.any(lattice_ball(K)[1] == K):
        rows.append(direct_energy(K, all_transfers))
rows = np.array(rows)
N = rows[:, 0]
below, above = rows[:, 1] * HARTREE_EV, rows[:, 2] * HARTREE_EV
direct = below + above
A_hartree = 2 * (1 - np.log(2)) / (3 * PI**2)
A = A_hartree * HARTREE_EV
# shell scatter falls roughly as the square root of 1/N: weight accordingly
fit = np.polyfit(np.log(N), direct, 1, w=np.sqrt(N))
slope_below = np.polyfit(np.log(N), below, 1, w=np.sqrt(N))[0]
slope_above = np.polyfit(np.log(N), above, 1, w=np.sqrt(N))[0]
scatter = np.sqrt(np.mean((direct - np.polyval(fit, np.log(N)))**2))
# ten per cent allows for the irregular filling of shells
assert abs(-fit[0] / A - 1) < 0.10
assert abs(slope_above) < 0.10 * A

# --- Exchange: explicit sums, no comparable logarithmic growth ---
exchange_rows = np.array([both_energies(K, all_transfers)
                          for K in (6, 9, 14, 20, 27)])
check = direct_energy(14, all_transfers)
assert abs(exchange_rows[2, 1] / (check[1] + check[2]) - 1) < 1e-9
exchange_slope = np.polyfit(np.log(exchange_rows[:, 0]),
                            exchange_rows[:, 2] * HARTREE_EV, 1)[0]
assert abs(exchange_slope) < 0.25 * A

# --- Printed numbers ---
density = 0.03
k_fermi = (3 * PI**2 * density)**(1 / 3)
r_s = (3 / (4 * PI * density))**(1 / 3) / BOHR_ANG
print(f"density = {density} electrons/angstrom^3")
print(f"Fermi wave number = {k_fermi:.4f} 1/angstrom")
print(f"density parameter r_s = {r_s:.3f} (dimensionless)")
print(f"angular integral, quadrature = {integral_numeric:.6f}")
print(f"angular integral, formula = {integral_formula:.6f}")
print(f"lattice sum of |m|^-3, 10<|m|<=40 = {lattice_growth:.4f}")
print(f"4 pi ln 4 = {4 * PI * np.log(4):.4f}")
print(f"14 electrons, small basis, L=7 bohr: {brute_a*HARTREE_EV:.6f} eV")
print(f"14 electrons, small basis, L=15 bohr: {brute_b*HARTREE_EV:.6f} eV")
print(f"same from reduced sums: {reduced*HARTREE_EV:.6f} eV per electron")
print("S(m)/small-transfer law over fillings K=100..196: mean, std")
for m, mean, std in zip(law_vectors, ratios.mean(0), ratios.std(0)):
    print(f"  m={tuple(int(v) for v in m)}: {mean:.4f}, {std:.4f}")
print("Direct energy per electron")
print("  N, L (angstrom), 2pi/L (1/angstrom), direct (eV)")
for index in np.unique(np.linspace(0, len(N) - 1, 8).astype(int)):
    L = (N[index] / density)**(1 / 3)
    print(f"  {int(N[index])}, {L:.2f}, {2*PI/L:.4f}, {direct[index]:.3f}")
print(f"number of cells in fit = {len(N)}")
print(f"fitted slope dE/d(ln N) = {fit[0]:.4f} eV")
print(f"predicted slope -A = {-A:.4f} eV = {-A_hartree:.6f} hartree")
print(f"slope from q below k_F = {slope_below:.4f} eV")
print(f"slope from q above k_F = {slope_above:.4f} eV")
print(f"rms shell scatter about fit = {scatter:.4f} eV")
print(f"predicted change on doubling N = {-A*np.log(2):.4f} eV")
print(f"predicted change for tenfold N = {-A*np.log(10):.4f} eV")
print("Smaller cells: N, direct, exchange, total (eV per electron)")
for count, d, x in exchange_rows:
    print(f"  {int(count)}, {d*HARTREE_EV:.4f}, {x*HARTREE_EV:.4f}, "
          f"{(d+x)*HARTREE_EV:.4f}")
print(f"exchange slope dE/d(ln N) = {exchange_slope:.4f} eV")
print("tests ok")
```

It prints:

```
density = 0.03 electrons/angstrom^3
Fermi wave number = 0.9613 1/angstrom
density parameter r_s = 3.773 (dimensionless)
angular integral, quadrature = 0.204569
angular integral, formula = 0.204569
lattice sum of |m|^-3, 10<|m|<=40 = 17.4364
4 pi ln 4 = 17.4207
14 electrons, small basis, L=7 bohr: -1.021570 eV
14 electrons, small basis, L=15 bohr: -1.021570 eV
same from reduced sums: -1.021570 eV per electron
S(m)/small-transfer law over fillings K=100..196: mean, std
  m=(1, 0, 0): 1.0039, 0.0445
  m=(1, 1, 1): 0.9986, 0.0336
  m=(3, 2, 1): 0.9800, 0.0084
Direct energy per electron
  N, L (angstrom), 2pi/L (1/angstrom), direct (eV)
  1478, 36.66, 0.1714, -3.995
  1850, 39.51, 0.1590, -4.212
  3150, 47.18, 0.1332, -4.754
  4746, 54.08, 0.1162, -4.934
  6142, 58.94, 0.1066, -4.898
  9250, 67.56, 0.0930, -5.234
  13958, 77.49, 0.0811, -5.328
  27226, 96.82, 0.0649, -5.723
number of cells in fit = 18
fitted slope dE/d(ln N) = -0.5507 eV
predicted slope -A = -0.5640 eV = -0.020727 hartree
slope from q below k_F = -0.5500 eV
slope from q above k_F = -0.0007 eV
rms shell scatter about fit = 0.0888 eV
predicted change on doubling N = -0.3909 eV
predicted change for tenfold N = -1.2987 eV
Smaller cells: N, direct, exchange, total (eV per electron)
  162, -2.6378, 0.5922, -2.0455
  246, -3.2398, 0.6678, -2.5720
  502, -3.2775, 0.6239, -2.6536
  778, -4.0197, 0.6607, -3.3590
  1238, -4.1137, 0.6544, -3.4593
exchange slope dE/d(ln N) = 0.0205 eV
tests ok
```
